# First-order exchange energy of closed shells: single exchange versus inverse overlap: verification in Python

```python
"""First-order exchange energy of two closed shells A and B.

Result under test (real orbitals, a in A, b in B, s_ab = <a|b>):
  Eexch(S2) = -2 sum (ab|ab) - 2 sum s_ab [wA + wB - KA - KB]_ab
              + 2 tr(s s^T wB) + 2 tr(s^T s wA)
              - 2 sum s_ab' s_a'b (aa'|bb')
is the single-exchange part of E1 - Eelst, where
  E1 = <Phi|V Antisym Phi> / <Phi|Antisym Phi>,  Phi = Phi_A Phi_B.
wX = vX + 2 JX: electrostatic potential of monomer X; KX: its exchange
operator; V: all Coulomb interactions between the monomers.
The all-order E1 uses the inverse overlap matrix of the occupied orbitals.
Both are compared with explicit sums over electron permutations.
Energies are in hartree and lengths in bohr.
"""
from itertools import permutations
import numpy as np
from scipy import constants
from pyscf import gto, scf, ao2mo


def make_molecule(atoms, basis, ghosts=()):
    labelled = [(("ghost-" + sym) if i in ghosts else sym, xyz)
                for i, (sym, xyz) in enumerate(atoms)]
    return gto.M(atom=labelled, basis=basis, unit="Bohr", verbose=0)


def run_monomer(mol, eri):
    mf = scf.RHF(mol)
    mf._eri = eri
    mf.conv_tol = 1e-12
    mf.conv_tol_grad = 1e-8
    mf.max_cycle = 100
    mf.kernel()
    assert mf.converged
    return mf.e_tot, mf.mo_coeff[:, mf.mo_occ > 0]


def prepare_pair(atoms_a, atoms_b, basis):
    """Monomer orbitals in the dimer basis and all integrals over them."""
    atoms = atoms_a + atoms_b
    n_at = len(atoms_a)
    dimer = make_molecule(atoms, basis)
    mol_a = make_molecule(atoms, basis, range(n_at, len(atoms)))
    mol_b = make_molecule(atoms, basis, range(n_at))
    eri = dimer.intor("int2e", aosym="s8")
    e_a, c_a = run_monomer(mol_a, eri)
    e_b, c_b = run_monomer(mol_b, eri)
    c = np.hstack([c_a, c_b])
    n = c.shape[1]
    overlap = c.T @ dimer.intor("int1e_ovlp") @ c
    pair = {
        "na": c_a.shape[1], "S": overlap,
        "vA": c.T @ mol_a.intor("int1e_nuc") @ c,
        "vB": c.T @ mol_b.intor("int1e_nuc") @ c,
        "g": ao2mo.full(eri, c, compact=False).reshape(n, n, n, n),
        "V0": dimer.energy_nuc() - mol_a.energy_nuc() - mol_b.energy_nuc(),
        "nbas": dimer.nao_nr(), "eA": e_a,
    }
    # Energy of the antisymmetrized product with the full Hamiltonian
    density = 2 * c @ np.linalg.inv(overlap) @ c.T
    mf = scf.RHF(dimer)
    mf._eri = eri
    pair["HL"] = mf.energy_tot(dm=density) - e_a - e_b
    return pair


def electrostatic_energy(p):
    A, B = slice(0, p["na"]), slice(p["na"], None)
    return (p["V0"] + 2 * np.trace(p["vB"][A, A])
            + 2 * np.trace(p["vA"][B, B])
            + 4 * np.einsum("aabb->", p["g"][A, A, B, B]))


def all_order_energy(p):
    """E1 from the inverse overlap matrix."""
    A, B = slice(0, p["na"]), slice(p["na"], None)
    D = np.linalg.inv(p["S"])
    g = p["g"][A, :, B, :]
    one = 2 * np.einsum("km,mk->", p["vB"][A, :], D[:, A])
    one += 2 * np.einsum("ln,nl->", p["vA"][B, :], D[:, B])
    direct = 4 * np.einsum("kmln,mk,nl->", g, D[:, A], D[:, B])
    crossed = -2 * np.einsum("kmln,nk,ml->", g, D[:, A], D[:, B])
    return p["V0"] + one + direct + crossed


def single_exchange_terms(p):
    A, B = slice(0, p["na"]), slice(p["na"], None)
    g, s = p["g"], p["S"][A, B]
    w_a = p["vA"] + 2 * np.einsum("mnaa->mn", g[:, :, A, A])
    w_b = p["vB"] + 2 * np.einsum("mnbb->mn", g[:, :, B, B])
    k_a = np.einsum("maan->mn", g[:, A, A, :])
    k_b = np.einsum("mbbn->mn", g[:, B, B, :])
    return np.array([
        -2 * np.einsum("abab->", g[A, B, A, B]),
        -2 * np.sum(s * (w_a + w_b - k_a - k_b)[A, B]),
        2 * np.trace(s @ s.T @ w_b[A, A])
        + 2 * np.trace(s.T @ s @ w_a[B, B]),
        -2 * np.einsum("ax,cb,acbx->", s, s, g[A, A, B, B])])


def permutation_sums(p):
    """<V P> and <P>, sorted by the number of exchanged electron pairs.

    Only permutations that keep the spin of every position contribute.
    """
    S, g, v_a, v_b = p["S"], p["g"], p["vA"], p["vB"]
    n, na = len(S), p["na"]
    n_el_a, n_el_b = 2 * na, 2 * (n - na)
    bra = list(range(n)) * 2
    pos_a = [i for i in range(2 * n) if bra[i] < na]
    pos_b = [i for i in range(2 * n) if bra[i] >= na]
    signed = [(q, round(np.linalg.det(np.eye(n)[list(q)])))
              for q in permutations(range(n))]
    numer, norm = np.zeros(2 * n + 1), np.zeros(2 * n + 1)
    for up, sign_up in signed:
        for down, sign_down in signed:
            ket = list(up) + list(down)
            sign = sign_up * sign_down
            crossings = sum(ket[i] >= na for i in pos_a)
            factors = [float(S[i, j]) for i, j in zip(bra, ket)]
            product = 1.0
            for f in factors:
                product *= f
            norm[crossings] += sign * product
            for i in pos_a:
                for j in pos_b:
                    rest = 1.0
                    for t, f in enumerate(factors):
                        if t != i and t != j:
                            rest *= f
                    k, m, l, r = bra[i], ket[i], bra[j], ket[j]
                    v = (g[k, m, l, r] + v_b[k, m] * S[l, r] / n_el_b
                         + S[k, m] * v_a[l, r] / n_el_a
                         + p["V0"] * S[k, m] * S[l, r] / (n_el_a * n_el_b))
                    numer[crossings] += sign * rest * v
    return numer, norm


def check_against_permutations(p):
    numer, norm = permutation_sums(p)
    elst = electrostatic_energy(p)
    assert abs(norm[0] - 1) < 1e-9
    assert abs(numer[0] - elst) < 1e-9
    single = numer[1] - numer[0] * norm[1]
    assert abs(single - single_exchange_terms(p).sum()) < 1e-9
    assert abs(numer.sum() / norm.sum() - all_order_energy(p)) < 1e-9
    return numer, norm


def check_two_orbital_results(p):
    """Closed forms when each monomer has one doubly occupied orbital."""
    S, g, v_a, v_b = p["S"], p["g"], p["vA"], p["vB"]
    s = S[0, 1]
    q = s * s
    J, K = g[0, 0, 1, 1], g[0, 1, 0, 1]
    M = g[0, 0, 0, 1] + g[1, 1, 0, 1]
    U = 2 * (q * v_b[0, 0] - s * v_b[0, 1]
             + q * v_a[1, 1] - s * v_a[0, 1])
    W = 6 * q * J - 2 * s * M - 2 * K
    full = all_order_energy(p) - electrostatic_energy(p)
    single = single_exchange_terms(p).sum()
    closed = U / (1 - q) + (W + 4 * q * (K - q * J)) / (1 - q)**2
    assert abs(single - U - W) < 1e-10
    assert abs(full - closed) < 1e-10
    leading = q * (U + 2 * W + 4 * K - 4 * q * J)
    bound = 1.5 * q**2 * (abs(U) + 3 * abs(W) + 8 * K + 8 * q * J)
    assert abs(full - single - leading) < bound + 1e-12
    # Double excitations left by the monomer Hamiltonians
    k_ba = K - 2 * s * g[0, 0, 0, 1] + q * g[0, 0, 0, 0]
    k_ab = K - 2 * s * g[1, 1, 0, 1] + q * g[1, 1, 1, 1]
    delta = q * (k_ba + k_ab) / (1 - q)**2
    # Tolerance covers the finite convergence of the monomer orbitals
    assert abs(p["HL"] - all_order_energy(p) - delta) < 1e-8
    return U, W, J, K, leading, delta


def hydrogen_pair(distance, basis):
    a = [("H", (0.0, 0.0, -bond / 2)), ("H", (0.0, 0.0, bond / 2))]
    b = [("H", (distance, 0.0, -bond / 2)),
         ("H", (distance, 0.0, bond / 2))]
    return prepare_pair(a, b, basis)


bond = 1.4
to_kj = (constants.physical_constants["Hartree energy"][0]
         * constants.N_A / 1000)
print(f"H2 bond length = {bond:.1f} bohr; parallel molecules")
print("Energies in hartree; error = (S2 - all)/all in percent")
print("R/bohr  |s|       Eelst        Eexch(all)   Eexch(S2)    error/%")
results = {}
for R in (4.0, 5.0, 6.0, 7.0, 8.0):
    p = hydrogen_pair(R, "aug-cc-pvdz")
    numer, norm = check_against_permutations(p)
    closed = check_two_orbital_results(p)
    elst = electrostatic_energy(p)
    full = all_order_energy(p) - elst
    single = single_exchange_terms(p).sum()
    results[R] = (p, numer, norm, closed, full, single)
    print(f"{R:4.1f}  {abs(p['S'][0, 1]):.6f}  {elst:12.5e} "
          f"{full:12.5e} {single:12.5e} {100 * (single / full - 1):9.4f}")

print("R/bohr  all - S2     leading part delta        (hartree)")
for R, (p, numer, norm, closed, full, single) in results.items():
    print(f"{R:4.1f}  {full - single:12.5e} {closed[4]:12.5e} "
          f"{closed[5]:12.5e}")

p, numer, norm, closed, full, single = results[6.0]
print("Details at R = 6 bohr, aug-cc-pVDZ:")
print(f"basis functions = {p['nbas']}")
print(f"RHF energy of one H2 in dimer basis = {p['eA']:.8f} hartree")
names = ("exchange integral term", "linear overlap term",
         "quadratic potential term", "quadratic exchange term")
for name, value in zip(names, single_exchange_terms(p)):
    print(f"{name} = {value:.6e} hartree")
for name, value in zip(("U", "W", "J", "K"), closed[:4]):
    print(f"{name} = {value:.6e} hartree")
print(f"<P1> = {norm[1]:.6e}; <P2> = {norm[2]:.6e}")
print(f"<V P1> = {numer[1]:.6e} hartree")
print(f"-<V><P1> = {-numer[0] * norm[1]:.6e} hartree")
print(f"permutation Eexch(S2) = "
      f"{numer[1] - numer[0] * norm[1]:.6e} hartree")
print(f"Eexch(all) = {full * to_kj:.5f} kJ/mol")
print(f"Eexch(S2) = {single * to_kj:.5f} kJ/mol")

large = hydrogen_pair(6.0, "aug-cc-pvtz")
check_two_orbital_results(large)
large_full = all_order_energy(large) - electrostatic_energy(large)
large_single = single_exchange_terms(large).sum()
print(f"aug-cc-pVTZ at 6 bohr: basis functions = {large['nbas']}")
print(f"aug-cc-pVTZ Eexch(all) = {large_full:.6e} hartree")
print(f"aug-cc-pVTZ Eexch(S2) = {large_single:.6e} hartree")

# A shifted antiparallel pair tests sums over several orbitals
lih_a = [("Li", (0.0, 0.0, 0.0)), ("H", (0.0, 0.0, 3.0))]
lih_b = [("Li", (5.0, 0.0, 3.5)), ("H", (5.0, 0.0, 0.5))]
lih = prepare_pair(lih_a, lih_b, "6-31g")
check_against_permutations(lih)
lih_full = all_order_energy(lih) - electrostatic_energy(lih)
lih_single = single_exchange_terms(lih).sum()
s_block = lih["S"][:lih["na"], lih["na"]:]
print("LiH pair, 6-31G; coordinates x, y, z in bohr:")
for label, atoms in (("A", lih_a), ("B", lih_b)):
    print(label, "; ".join(f"{sym} {xyz}" for sym, xyz in atoms))
print(f"LiH largest singular value of s = "
      f"{np.linalg.svd(s_block, compute_uv=False)[0]:.6f}")
print(f"LiH Eexch(all) = {lih_full:.6e} hartree")
print(f"LiH Eexch(S2) = {lih_single:.6e} hartree")
print(f"LiH relative error of S2 = "
      f"{100 * (lih_single / lih_full - 1):.4f} percent")
print("all good")
```

It prints:

```
H2 bond length = 1.4 bohr; parallel molecules
Energies in hartree; error = (S2 - all)/all in percent
R/bohr  |s|       Eelst        Eexch(all)   Eexch(S2)    error/%
 4.0  0.135668  -2.44566e-03  1.25080e-02  1.23740e-02   -1.0714
 5.0  0.062368  -3.02515e-04  2.13621e-03  2.13200e-03   -0.1971
 6.0  0.027226  -1.20323e-05  3.42452e-04  3.42334e-04   -0.0347
 7.0  0.011400   1.59709e-05  5.26210e-05  5.26179e-05   -0.0059
 8.0  0.004687   1.20277e-05  7.65790e-06  7.65783e-06   -0.0009
R/bohr  all - S2     leading part delta        (hartree)
 4.0   1.34014e-04  1.33318e-04  1.92030e-04
 5.0   4.21127e-06  4.21083e-06  9.91559e-06
 6.0   1.18857e-07  1.18869e-07  4.06987e-07
 7.0   3.10047e-09  3.10056e-09  1.36950e-08
 8.0   7.16656e-11  7.16662e-11  4.18408e-10
Details at R = 6 bohr, aug-cc-pVDZ:
basis functions = 36
RHF energy of one H2 in dimer basis = -1.12879092 hartree
exchange integral term = -5.600969e-04 hartree
linear overlap term = 1.144853e-03 hartree
quadratic potential term = 2.885981e-06 hartree
quadratic exchange term = -2.453082e-04 hartree
U = 1.153887e-03 hartree
W = -8.115536e-04 hartree
J = 1.654631e-01 hartree
K = 2.800484e-04 hartree
<P1> = -1.482556e-03; <P2> = 5.494928e-07
<V P1> = 3.423514e-04 hartree
-<V><P1> = -1.783862e-08 hartree
permutation Eexch(S2) = 3.423336e-04 hartree
Eexch(all) = 0.89911 kJ/mol
Eexch(S2) = 0.89880 kJ/mol
aug-cc-pVTZ at 6 bohr: basis functions = 92
aug-cc-pVTZ Eexch(all) = 3.442627e-04 hartree
aug-cc-pVTZ Eexch(S2) = 3.441397e-04 hartree
LiH pair, 6-31G; coordinates x, y, z in bohr:
A Li (0.0, 0.0, 0.0); H (0.0, 0.0, 3.0)
B Li (5.0, 0.0, 3.5); H (5.0, 0.0, 0.5)
LiH largest singular value of s = 0.209391
LiH Eexch(all) = 1.443618e-02 hartree
LiH Eexch(S2) = 1.419895e-02 hartree
LiH relative error of S2 = -1.6433 percent
all good
```
